# Local vertex corrections to the bandwidth of sodium-density jellium: a program that tests the result

```python
# Result under test: in the uniform electron gas near sodium's density, a local
# vertex Gamma = 1/(1 - f chi0) put in W only narrows the occupied band, while
# the same vertex in both W and Sigma nearly restores the RPA-GW width.
# Symbols (Hartree atomic units): kf Fermi momentum, ef = kf^2/2, v = 4 pi/q^2,
# chi0 Lindhard function (both spins, negative), f static xc kernel,
# Wc = effective interaction minus v, u = (intermediate energy) - omega.
# Schemes: "rpa" (f = 0), "w" (vertex in W only), "both" (vertex in W and Sigma),
# "lin_w" and "lin_both" (changes of the interaction to first order in f).
import numpy as np
from collections import namedtuple
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf.dft import libxc

EV = physical_constants["Hartree energy in eV"][0]
Gas = namedtuple("Gas", "kf f0 soft")   # soft=True: f = f0/(1+q^2/(4 kf^2))


def fermi_momentum(rs):
    return (9 * np.pi / 4) ** (1 / 3) / rs


def lda(density):
    """Return v_xc and f_xc of the Perdew-Wang LDA."""
    out = libxc.eval_xc("LDA_X,LDA_C_PW", np.array([density]), spin=0, deriv=2)
    return float(out[1][0][0]), float(out[2][0][0])


def make_gas(rs, soft=False, factor=1.0):
    return Gas(fermi_momentum(rs), factor * lda(3 / (4 * np.pi * rs**3))[1], soft)


def psi(z):
    """Lindhard building block; a series avoids cancellation at large |z|."""
    z = np.asarray(z, dtype=complex)
    large = np.abs(z) > 4
    zs = np.where(large, z, 4.0)
    inv2 = 1 / zs**2
    series = np.zeros_like(zs)
    for n in range(13, -1, -1):
        series = series * inv2 + 1 / ((2 * n + 1) * (2 * n + 3))
    zl = np.where(large, 2.0 + 1.0j, z)
    closed = zl / 2 + (1 - zl**2) / 4 * np.log((zl + 1) / (zl - 1))
    return np.where(large, series / zs, closed)


def chi0(q, w, kf):
    z, half = w / (q * kf), q / (2 * kf)
    return kf**2 / (np.pi**2 * q) * (psi(z - half) - psi(z + half))


def wc(q, w, scheme, gas):
    v = 4 * np.pi / q**2
    f = gas.f0 / (1 + q**2 / (4 * gas.kf**2)) if gas.soft else gas.f0
    x = chi0(q, w, gas.kf)
    if scheme == "rpa":
        return v * v * x / (1 - v * x)
    if scheme == "w":
        return v * v * x / (1 - (v + f) * x)
    if scheme == "both":
        return v * (v + f) * x / (1 - (v + f) * x)
    if scheme == "lin_w":
        return f * (v * x / (1 - v * x)) ** 2
    if scheme == "lin_both":
        return f * v * x / (1 - v * x) ** 2
    raise ValueError(scheme)


def q_grid(edges, n):
    """Gauss-Legendre pieces between the edges and a mapped infinite tail."""
    x, w = np.polynomial.legendre.leggauss(n)
    s, ws = (x + 1) / 2, w / 2
    nodes = [a + (b - a) * s for a, b in zip(edges[:-1], edges[1:])]
    weights = [(b - a) * ws for a, b in zip(edges[:-1], edges[1:])]
    nodes.append(edges[-1] / s)
    weights.append(edges[-1] / s**2 * ws)
    return np.concatenate(nodes), np.concatenate(weights)


def nu_mesh(q, kf, h):
    """Logarithmic imaginary-frequency mesh; weights include 1/pi."""
    t = np.arange(-28.0, 14.0, h)
    nu = (q**2 / 2 + q * kf)[:, None] * np.exp(t)[None, :]
    return nu, h * nu / np.pi


def contour_part(q, u, occupied, scheme, gas, h=0.2):
    """Rotated-contour frequency integral for one intermediate energy."""
    nu, wt = nu_mesh(q, gas.kf, h)
    kernel = u[:, None] / (u[:, None] ** 2 + nu**2)
    line = np.sum(wt * wc(q[:, None], 1j * nu, scheme, gas).real * kernel, axis=1)
    residue = wc(q, np.abs(u) + 1e-13j, scheme, gas).real
    return line + residue * ((u < 0).astype(float) - occupied.astype(float))


def sigma_bottom(scheme, gas, omega=None, n=40, h=0.2):
    """Re Sigma_c at k = 0; default energy is the free band bottom."""
    kf = gas.kf
    omega = -kf**2 / 2 if omega is None else omega
    q0 = np.sqrt(max(kf**2 + 2 * omega, 0.0))
    edges = [0.0, q0, kf, 2 * kf] if q0 > 1e-6 else [0.0, kf, 2 * kf]
    q, w = q_grid(edges, n)
    u = (q**2 - kf**2) / 2 - omega
    part = contour_part(q, u, q < kf, scheme, gas, h)
    return np.sum(w * q**2 * part) / (2 * np.pi**2)


def sigma_fermi(scheme, gas, n=40, h=0.2):
    """Re Sigma_c at the Fermi momentum and Fermi energy."""
    kf = gas.kf
    q, w = q_grid([0.0, kf, 2 * kf], n)
    nu, wt = nu_mesh(q, kf, h)
    up, um = (q**2 / 2 + kf * q)[:, None], (q**2 / 2 - kf * q)[:, None]
    kernel = np.log((up**2 + nu**2) / (um**2 + nu**2)) / (4 * kf * q[:, None])
    part = np.sum(wt * wc(q[:, None], 1j * nu, scheme, gas).real * kernel, axis=1)
    return np.sum(w * q**2 * part) / (2 * np.pi**2)


def corr_width(scheme, gas, **grid):
    return sigma_fermi(scheme, gas, **grid) - sigma_bottom(scheme, gas, **grid)


def width(scheme, gas, **grid):
    return gas.kf**2 / 2 + gas.kf / np.pi + corr_width(scheme, gas, **grid)


def dyson_width(scheme, gas):
    ef = gas.kf**2 / 2
    top = sigma_fermi(scheme, gas)

    def mismatch(e):
        return e + ef - gas.kf / np.pi - sigma_bottom(scheme, gas, e) + top
    # Sigma_x(0) - Sigma_x(kf) = -kf/pi, hence E = -ef - kf/pi + Sc(0,E) - top
    return -brentq(lambda e: mismatch(e) + 2 * gas.kf / np.pi,
                   -1.35 * ef, -0.3 * ef, xtol=1e-8)


def rpa_energy(rs):
    """RPA correlation energy per electron."""
    kf = fermi_momentum(rs)
    q, w = q_grid([0.0, kf, 2 * kf], 40)
    nu, wt = nu_mesh(q, kf, 0.2)
    y = 4 * np.pi / q[:, None] ** 2 * chi0(q[:, None], 1j * nu, kf).real
    part = np.sum(wt * (np.log1p(-y) + y), axis=1)
    return np.sum(w * q**2 * part) / (2 * np.pi**2) / (2 * kf**3 / (3 * np.pi**2))


rs = 4.0
gas = make_gas(rs)
kf, f0 = gas.kf, gas.f0
ef = kf**2 / 2
density = 3 / (4 * np.pi * rs**3)

# Lindhard function against an explicit momentum sum
qt, nut = 1.3 * kf, 0.1
x, w = np.polynomial.legendre.leggauss(80)
kk, wk = kf * (x[:, None] + 1) / 2, kf * w[:, None] / 2
gap = qt**2 / 2 + kk * qt * x[None, :]
chi_sum = -4 * np.sum(wk * w[None, :] * kk**2 * gap / (gap**2 + nut**2)) / (4 * np.pi**2)
assert abs(chi_sum / chi0(qt, 1j * nut, kf).real - 1) < 1e-8

# Kernel against a finite difference of the xc potential
dn = 1e-3 * density
f_diff = (lda(density + dn)[0] - lda(density - dn)[0]) / (2 * dn)
assert abs(f_diff / f0 - 1) < 1e-4
stability = 1 + f0 * kf / np.pi**2
assert stability > 0

# Interactions against a linear-response solve for an external unit charge
vt, xt = 4 * np.pi / qt**2, chi_sum
potential, induced = np.linalg.solve([[1, -(vt + f0)], [-xt, 1]], [vt, 0])
assert abs(potential - vt - wc(qt, 1j * nut, "both", gas).real) < 1e-6
assert abs(vt * induced - wc(qt, 1j * nut, "w", gas).real) < 1e-6

# Rotated contour against the real-axis spectral representation
edge = qt**2 / 2 + qt * kf
ut = 0.07
spectral_error = 0.0
for scheme in ("rpa", "w", "both"):
    def spectrum(e):
        return -float(wc(qt, e + 1e-13j, scheme, gas).imag) / np.pi
    occ = quad(spectrum, 0, edge, weight="cauchy", wvar=ut, limit=300)[0]
    emp = -quad(lambda e: spectrum(e) / (e + ut), 0, edge, limit=300)[0]
    for reference, flag in ((occ, True), (emp, False)):
        value = contour_part(np.array([qt]), np.array([ut]), np.array([flag]),
                             scheme, gas)[0]
        spectral_error = max(spectral_error, abs(value - reference))
assert spectral_error < 1e-3 * vt

# Exchange at the Fermi surface and at the band bottom
ex_top = -quad(lambda k: k * np.log((kf + k) / (kf - k)), 0, kf)[0] / (np.pi * kf)
ex_bottom = -quad(lambda k: k**2 * 4 * np.pi / k**2, 0, kf)[0] / (2 * np.pi**2)
assert abs(ex_top - ex_bottom - kf / np.pi) < 1e-7

# RPA self-energy at the Fermi surface equals the RPA chemical potential
step = 0.02
slope = (rpa_energy(rs + step) - rpa_energy(rs - step)) / (2 * step)
mu_rpa = rpa_energy(rs) - rs / 3 * slope
sf_rpa = sigma_fermi("rpa", gas)
assert abs(mu_rpa - sf_rpa) < 3e-5

schemes = ("rpa", "w", "both")
names = {"rpa": "RPA", "w": "vertex in W only", "both": "vertex in W and Sigma"}
B = {s: width(s, gas) for s in schemes}
grid_error = max(abs(width(s, gas, n=64, h=0.13) - B[s]) for s in schemes)
assert grid_error < 5e-5

# First-order changes against a calculation with a very weak kernel
weak = make_gas(rs, factor=1e-3)
lin = {s: corr_width("lin_" + s, gas) for s in ("w", "both")}
for s in ("w", "both"):
    numerical = (width(s, weak) - B["rpa"]) / 1e-3
    assert abs(numerical - lin[s]) < 0.01 * abs(lin["w"])

# The physical claim
change_w, change_both = B["w"] - B["rpa"], B["both"] - B["rpa"]
assert change_w < 0
assert abs(change_both) < 0.5 * abs(change_w)

# Dyson widths, with the root checked by direct substitution
D = {s: dyson_width(s, gas) for s in schemes}
for s in schemes:
    rebuilt = ef + kf / np.pi + sigma_fermi(s, gas) - sigma_bottom(s, gas, -D[s])
    assert abs(rebuilt - D[s]) < 1e-6

print(f"r_s = {rs:.1f} bohr; k_F = {kf:.5f} 1/bohr; density = {density:.6f} bohr^-3")
print(f"free width e_F = {ef:.5f} Ha = {ef*EV:.3f} eV")
print(f"LDA kernel f = {f0:.4f} Ha bohr^3; finite difference = {f_diff:.4f}")
print(f"static long-wave 1 - f chi0 = {stability:.4f} (dimensionless)")
print(f"exchange: Sigma_x(0) = {ex_bottom:.5f}, Sigma_x(k_F) = {ex_top:.5f} Ha")
print(f"exchange widening k_F/pi = {kf/np.pi:.5f} Ha")
print("static ratios: q/k_F, eps_RPA, W_RPA/v, W/v, W Gamma/v, dW/df, d(W Gamma)/df")
for ratio in (0.5, 1.0, 1.5, 2.0):
    q = ratio * kf * (1 + 1e-9)
    v = 4 * np.pi / q**2
    r = [1 + float(wc(q, 1e-10j, s, gas).real) / v for s in schemes]
    d = [float(wc(q, 1e-10j, "lin_" + s, gas).real) / f0 for s in ("w", "both")]
    print(f"  {ratio:.1f} {1/r[0]:.4f} {r[0]:.4f} {r[1]:.4f} {r[2]:.4f} {d[0]:.4f} {d[1]:.4f}")
print(f"RPA Sigma_c(k_F,0) = {sf_rpa:.6f} Ha; from energy derivative = {mu_rpa:.6f} Ha")
print(f"largest contour-spectral difference = {spectral_error:.1e} Ha bohr^3")
print(f"largest width change on finer grid = {grid_error:.1e} Ha")
for s in schemes:
    print(f"{names[s]}: Sigma_c(0) = {sigma_bottom(s, gas):.5f}, "
          f"Sigma_c(k_F) = {sigma_fermi(s, gas):.5f} Ha")
    print(f"  total Sigma(k_F,0) = {sigma_fermi(s, gas)+ex_top:.5f} Ha")
    print(f"  on-shell width = {B[s]:.5f} Ha = {B[s]*EV:.3f} eV")
    print(f"  Dyson width = {D[s]:.5f} Ha = {D[s]*EV:.3f} eV")
print(f"LDA v_xc for comparison = {lda(density)[0]:.5f} Ha")
print(f"on-shell change, W only = {change_w*EV:.4f} eV")
print(f"on-shell change, adding Sigma vertex = {(B['both']-B['w'])*EV:.4f} eV")
print(f"on-shell net change, both = {change_both*EV:.4f} eV")
print(f"net change / W-only change = {change_both/change_w:.4f}")
print(f"first-order changes: W only {lin['w']*EV:.4f}, both {lin['both']*EV:.4f} eV")
print(f"Dyson changes: W only {(D['w']-D['rpa'])*EV:.4f}, "
      f"both {(D['both']-D['rpa'])*EV:.4f} eV")
soft = make_gas(rs, soft=True)
print(f"softened kernel, on-shell changes: W only {(width('w', soft)-B['rpa'])*EV:.4f}, "
      f"both {(width('both', soft)-B['rpa'])*EV:.4f} eV")
print("other densities: r_s (bohr), free, RPA width, W-only change, both change (eV)")
for r in (2.0, 3.0, 5.0):
    g = make_gas(r)
    b = [width(s, g) * EV for s in schemes]
    print(f"  {r:.1f} {g.kf**2/2*EV:.3f} {b[0]:.3f} {b[1]-b[0]:.4f} {b[2]-b[0]:.4f}")
print("checks complete")
```

Printed output:

```
r_s = 4.0 bohr; k_F = 0.47979 1/bohr; density = 0.003730 bohr^-3
free width e_F = 0.11510 Ha = 3.132 eV
LDA kernel f = -15.3103 Ha bohr^3; finite difference = -15.3103
static long-wave 1 - f chi0 = 0.2557 (dimensionless)
exchange: Sigma_x(0) = -0.30544, Sigma_x(k_F) = -0.15272 Ha
exchange widening k_F/pi = 0.15272 Ha
static ratios: q/k_F, eps_RPA, W_RPA/v, W/v, W Gamma/v, dW/df, d(W Gamma)/df
  0.5 11.3910 0.0878 0.0255 0.0938 0.8321 -0.0801
  1.0 3.4202 0.2924 0.1172 0.3648 0.5007 -0.2069
  1.5 1.9244 0.5196 0.3107 0.7457 0.2307 -0.2496
  2.0 1.3317 0.7509 0.6543 1.0421 0.0620 -0.1870
RPA Sigma_c(k_F,0) = -0.053470 Ha; from energy derivative = -0.053470 Ha
largest contour-spectral difference = 3.1e-09 Ha bohr^3
largest width change on finer grid = 1.3e-09 Ha
RPA: Sigma_c(0) = 0.11271, Sigma_c(k_F) = -0.05347 Ha
  total Sigma(k_F,0) = -0.20619 Ha
  on-shell width = 0.10164 Ha = 2.766 eV
  Dyson width = 0.10737 Ha = 2.922 eV
vertex in W only: Sigma_c(0) = 0.11857, Sigma_c(k_F) = -0.06201 Ha
  total Sigma(k_F,0) = -0.21473 Ha
  on-shell width = 0.08725 Ha = 2.374 eV
  Dyson width = 0.09990 Ha = 2.718 eV
vertex in W and Sigma: Sigma_c(0) = 0.16528, Sigma_c(k_F) = -0.00032 Ha
  total Sigma(k_F,0) = -0.15304 Ha
  on-shell width = 0.10222 Ha = 2.782 eV
  Dyson width = 0.10754 Ha = 2.926 eV
LDA v_xc for comparison = -0.19023 Ha
on-shell change, W only = -0.3916 eV
on-shell change, adding Sigma vertex = 0.4074 eV
on-shell net change, both = 0.0157 eV
net change / W-only change = -0.0401
first-order changes: W only -0.3459, both 0.0086 eV
Dyson changes: W only -0.2032, both 0.0046 eV
softened kernel, on-shell changes: W only -0.3462, both 0.0106 eV
other densities: r_s (bohr), free, RPA width, W-only change, both change (eV)
  2.0 12.528 12.344 -0.5378 0.1550
  3.0 5.568 5.191 -0.4601 0.0551
  5.0 2.004 1.680 -0.3366 -0.0007
checks complete
```
